# Choosing the Hop Rate in Kinetic Monte Carlo: Hydrogen on Ruthenium

With an assumed barrier of 0.15 eV and a prefactor of \(10^{13}\) s\(^{-1}\), a hydrogen atom on ruthenium at 400 K hops to a given empty neighbouring site roughly \(1.3\times10^{11}\) times per second. A simulation that lets it hop 40 times per second, slower by a factor of three billion, gives a coverage of \(0.4080\pm0.0004\) under a flux of atomic hydrogen. On the 6×6 lattice simulated, the limit of infinitely fast hopping gives 0.4077. Why does so large a change in a rate leave the answer alone, and when would it not?

The question concerns a setting found where electronic-structure calculations feed a kinetic Monte Carlo simulation: a reduced rate for events that are too fast to follow one by one. Calculated binding energies and barriers enter as rates, and the user decides how far the fastest may be lowered. The answer depends on whether the surface is in equilibrium, so detailed balance has to be established before the atomic flux is added.

## The model and its rates

Hydrogen atoms occupy one kind of hollow site on Ru(0001). These sites form a triangular lattice of \(N\) sites with periodic edges, six neighbours per site and \(3N\) neighbour bonds. A site holds at most one atom, \(n_i=0\) or 1, and

\[
E=w\sum_{\langle ij\rangle}n_in_j,\qquad b=\frac{w}{kT},\qquad n=\sum_i n_i .
\]

With \(w=0.015\) eV at 400 K, \(b=0.435\). Three processes involve neighbouring pairs:

- H\(_2\) adsorbs on an empty pair at rate \(k_a\), whatever surrounds it.
- An occupied pair recombines and leaves at rate \(k_d e^{b(1+m)}\), where \(m\) counts bonds from the pair to other atoms.
- An atom hops to an empty neighbour at rate \(h\min(1,e^{-\Delta E/kT})\).

The 1 in \(1+m\) is the bond inside the pair. Removing the pair releases the energy \(w(1+m)\).

**Adsorption rate.** In a Maxwell gas, the molecules moving towards the surface contribute to the mean velocity, taken over all molecules, the amount

\[
\int_0^\infty v\sqrt{\frac{M}{2\pi kT}}\,e^{-Mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi M}} .
\]

Multiplying by the density \(P/kT\) gives the impact flux \(\Phi=P/\sqrt{2\pi MkT}\). For \(10^{-5}\) Torr and a site area \(A=0.0636\) nm\(^2\), \(\Phi A=7.87\) s\(^{-1}\). With a clean-surface sticking probability of 0.3 and three bonds per site,

\[
k_a=\frac{0.3\times7.868}{3}=0.787\ \mathrm{s^{-1}} .
\]

**Gas reservoir.** Measure energies from the ground level of gaseous H\(_2\). An ideal gas of \(N_g\) molecules in volume \(V\) has partition function \((Vq_{tr}q_{rot})^{N_g}/N_g!\), with \(q_{tr}=(2\pi MkT/h_P^2)^{3/2}\) and \(h_P\) Planck's constant. Its chemical potential is therefore

\[
\mu=kT\ln\frac{N_g}{Vq_{tr}q_{rot}}=kT\ln\frac{P/kT}{q_{tr}q_{rot}} .
\]

An adsorbed atom has energy \(-D/2\) and vibrational partition function \(q_{ad}\), and costs the reservoir \(\mu/2\). Each atom thus contributes a factor \(\lambda=q_{ad}e^{(D+\mu)/2kT}\), or

\[
\lambda^2=\frac{P}{kT}\,\frac{q_{ad}^2e^{D/kT}}{q_{tr}q_{rot}} .
\]

Here \(D\) runs between ground levels, so zero-point energy is already inside it and must not be added again in \(q_{ad}\). Two adsorbed protons have four spin states. The rotational sum carries weights 1 for even and 3 for odd levels, divided by 4 to cancel them. With \(D=1.1\) eV, \(\lambda=1.451\).

## Detailed balance comes first

The proposed equilibrium law is \(P_{eq}\propto\lambda^n e^{-E/kT}\). Let configuration \(B\) be \(A\) plus an adsorbed pair, so that \(E_B-E_A=w(1+m)\). Equal flow in both directions requires

\[
\lambda^n e^{-E_A/kT}k_a=\lambda^{n+2}e^{-E_B/kT}k_de^{b(1+m)} .
\]

Since \(e^{-E_B/kT}e^{b(1+m)}=e^{-E_A/kT}\), the energies cancel and leave \(k_a=\lambda^2k_d\). This is necessary and sufficient for the pair events. Numerically, \(k_d=0.7868/1.4507^2=0.374\) s\(^{-1}\). For a hop, \(n\) is unchanged and

\[
e^{-E_A/kT}\min\!\left(1,e^{-(E_B-E_A)/kT}\right)=\min\!\left(e^{-E_A/kT},e^{-E_B/kT}\right),
\]

which is symmetric in \(A\) and \(B\). Hops balance for any \(h\).

Pair events change \(n\) by two and hops leave it unchanged, so the parity of \(n\) is conserved. A run started empty samples \(P_{eq}\) restricted to even \(n\).

Detailed balance can be tested on all 512 configurations of a 3×3 lattice. Define the imbalance of a transition as the difference of its forward and backward flows divided by their sum. With the rates above, the largest value is \(5\times10^{-16}\), which is rounding error. If the spectators are left out, so that recombination has the constant rate \(k_de^b\), it becomes 0.36: the stationary state then carries circulating flows.

Equal totals of adsorption and recombination do not reveal such a fault. When only these events change \(n\), a constant mean \(n\) already forces equal totals. A sharper test compares the two counts separately for each \(m\), because the reverse of adsorption beside \(m\) bonds is recombination with the same \(m\). In 1000 copies of a 6×6 lattice, sampled for 2 s, there were 65,362 adsorptions and 65,387 recombinations. The largest difference at one \(m\), divided by the square root of the summed counts, was 1.1. The simulated coverage was \(0.3656\pm0.0004\), against 0.3655 from the exact even-\(n\) sum.

## Adding the atomic flux

Atoms arrive at rate \(F\) per site. They stick on an empty site with probability \(s\), and on an occupied site they abstract the adsorbed atom as H\(_2\) with probability \(p\). The rates are \(Fs\) and \(Fp\). A flux of \(5\times10^{15}\) cm\(^{-2}\) s\(^{-1}\) gives \(F=3.18\) s\(^{-1}\); the example takes \(s=0.8\), \(p=0.2\). These events change \(n\) by one and join the parity classes.

Consider the cycle in which two atoms stick next to each other, with no other atom nearby (\(m=0\)), and then recombine. The logarithm of its forward rate product over its backward one is

\[
\mathcal A=\ln\frac{(Fs)^2k_de^b}{k_a(Fp)^2}
=2\ln\frac{s}{p\lambda}+b,
\]

because \(k_d/k_a=\lambda^{-2}\). Here \(\mathcal A=2\ln(4/1.451)+0.435=2.46\); with spectators the last term becomes \(b(1+m)\) and \(\mathcal A\) is larger. Detailed balance would require zero, so it is broken.

A zero would not prove that the physics is reversible. For \(w=0\) and \(s/p=\lambda\), sticking and abstraction satisfy \(\lambda^nFs=\lambda^{n+1}Fp\), and the sequence of configurations looks like equilibrium. Yet abstraction is not the microscopic reverse of sticking. That reverse is thermal desorption of a single atom, whose rate is about \(4\times10^{-23}\) s\(^{-1}\) with a bare prefactor \(kT/h_P\), and about \(5\times10^{-22}\) s\(^{-1}\) when fixed by detailed balance with \(s=0.8\). The flux is irreversible because this channel is practically closed.

## Why the hop rate drops out

Write the stationary condition as \(\mathbf p(h\mathbf K+\mathbf S)=0\), where \(\mathbf p\) is the row vector of probabilities, \(h\mathbf K\) generates the hops and \(\mathbf S\) all other events. For large \(h\), insert \(\mathbf p=\mathbf p_0+\mathbf p_1/h+\dots\) and collect powers of \(h\):

\[
\mathbf p_0\mathbf K=0,\qquad \mathbf p_1\mathbf K+\mathbf p_0\mathbf S=0 .
\]

Hops connect all configurations of equal \(n\) and obey detailed balance. The first equation therefore fixes the distribution within each \(n\):

\[
p_0(A)=P_n\frac{e^{-E_A/kT}}{Z_n},\qquad Z_n=\sum_{A:\,n(A)=n}e^{-E_A/kT}.
\]

Now sum the second equation over all configurations with a given \(n\). Hops only move probability among them, so the \(\mathbf K\) term vanishes. What remains is a stationary condition for \(P_n\) alone.

This gives three results:

1. In equilibrium \(\mathbf p_0\mathbf S=0\) as well, so the equilibrium law is stationary at every \(h\). Averages carry no hop-rate error, although the approach to equilibrium may.
2. Under the flux \(\mathbf p_0\mathbf S\) is in general nonzero, and on a lattice of fixed size the leading error of an average is then usually proportional to \(1/h\), with a coefficient that depends on the size. The case \(w=0\), \(s/p=\lambda\) above is an exception: there \(\mathbf p_0\mathbf S=0\) despite the flux.
3. The limit contains no detail of the hop law, provided it obeys detailed balance and connects the configurations.

The third result was tested on the 3×3 lattice with the different law \(h e^{bm_0}\), where \(m_0\) is the number of neighbours before the hop. At \(h=4\times10^5\) s\(^{-1}\) its coverage agreed with the limit to better than \(10^{-5}\). Tunnelling is irrelevant here for the same reason. In the leading Wigner estimate, with an assumed barrier frequency \(\hbar\omega=0.1\) eV, it multiplies the hop rate by about 1.35.

## The fast-hop limit as a number

The rates of the chain in \(n\) are averages over \(e^{-E/kT}/Z_n\). Let \(o_n\) be the mean number of occupied pairs, \(o_n=-\partial\ln Z_n/\partial b\). The mean number of empty pairs is

\[
e_n=\Big\langle\sum_{\langle ij\rangle}(1-n_i)(1-n_j)\Big\rangle_n=3N-6n+o_n,
\]

since each atom belongs to six bonds. Adsorption takes \(n\) to \(n+2\) at rate \(k_ae_n\). For the reverse, let \(B\) have \(n+2\) atoms and \(A\) be what remains after a pair leaves:

\[
\frac{1}{Z_{n+2}}\sum_B e^{-E_B/kT}\sum_{\rm pairs}k_de^{(E_B-E_A)/kT}
=\frac{k_d}{Z_{n+2}}\sum_A e^{-E_A/kT}\,(\text{empty pairs in }A).
\]

The last sum is \(Z_ne_n\), so the rate is \(k_ae_nZ_n/(\lambda^2Z_{n+2})\). Sticking has rate \(Fs(N-n)\) and abstraction \(Fpn\). On a 6×6 lattice the \(Z_n\) follow by adding one row at a time, with 64 states per row, while recording the number of atoms. The steady state then needs only a set of 37 linear equations.

The chain gives a driven coverage of 0.4077, up from 0.3655 before the flux. Going from 5×5 to 6×6 changes it by \(-2\times10^{-4}\), and the large-lattice limit is 0.4073 (0.40725), so the fourth digit belongs to the 6×6 lattice. It also predicts the transient: 0.400, 0.406 and 0.408 at 0.05, 0.10 and 0.20 s after the flux starts. The simulation gives 0.397, 0.407 and 0.408. The first difference, 0.003, is comparable with the sampling error of one snapshot: independent sites would give \(\sqrt{0.4\times0.6/36000}=0.0026\). Repulsion damps the fluctuations and makes the true error somewhat smaller, but a single difference of this size still cannot be assigned to slow hopping.

## What the setting costs, and how to choose it

In the null-event algorithm every bond has a clock ticking at a ceiling rate \(C\). At a tick, an event of rate \(r\) is accepted with probability \(r/C\). In a short time \(dt\) it therefore occurs with probability \(C\,dt\times r/C=r\,dt\), as required. The number of ticks in time \(t\) is drawn from a Poisson distribution of mean \(3NCt\). Atomic events can share these clocks: each site is the first end of three bonds, and each of those carries one third of the site's atomic rate.

The ceiling must cover the fastest event. Recombination in a full neighbourhood has \(m=10\) and rate \(0.3738\,e^{11\times0.4352}=44.8\) s\(^{-1}\). The atomic share adds at most \(3.18\times0.8/3=0.85\) s\(^{-1}\), so \(C=45.7\) s\(^{-1}\). A 6×6 lattice needs \(108\times45.7\approx4900\) ticks per simulated second. With the physical hop rate it would need about \(1.4\times10^{13}\).

**First choice.** In this algorithm, raising \(h\) up to the fastest other bond event does not raise \(C\). The value 40 s\(^{-1}\) lies just below that point. Beyond it, the cost grows in proportion to \(h\).

**Error estimate.** Run the driven case at \(h\) and \(10h\). If \(\theta(h)=\theta_\infty+a/h\), then

\[
\theta(h)-\theta(10h)=\frac{a}{h}-\frac{a}{10h}=9\,\frac{a}{10h},
\]

so the error left at \(10h\) is one ninth of the observed difference. On the 3×3 lattice the deviations from the fast-hop coverage are \(-1.5\times10^{-4}\), \(-1.0\times10^{-5}\) and \(-8\times10^{-7}\) at \(h=4\), 40 and 400 s\(^{-1}\). The last two differ by \(-9.2\times10^{-6}\), which predicts \(-1.0\times10^{-6}\) at 400 s\(^{-1}\), close to the actual value. The rule needs \(h\) large enough for the \(1/h\) term to dominate: between 4 and 40 s\(^{-1}\) the deviation falls by a factor of 15, not 10. For other parameters the deviation can fall more slowly than \(1/h\), or even grow, between \(h\) and \(10h\), so a small difference alone does not prove a small error. A third run at \(100h\) tests the rule: the second difference should be about one tenth of the first. In a simulation the differences must also exceed the statistical error for this test to be useful.

The 3×3 lattice, where each site touches six of the other eight, understates the error. On periodic clusters of 13, 16 and 19 sites the deviation at 40 s\(^{-1}\) is \(+2\times10^{-5}\), \(+8\times10^{-5}\) and \(+1.2\times10^{-4}\), still growing with size, and the one-ninth rule there falls 30 to 45% short of the error at 400 s\(^{-1}\). These deviations remain below the statistical error of the simulation. Even with no hops the 3×3 deviation is only \(-9\times10^{-4}\), so in this example the coverage is insensitive to hopping at any rate. Such insensitivity cannot be assumed for other parameters.

**When not to reduce it.** A reduced hop rate falsifies transport over distance. A lone atom makes \(6h\) hops per second of length \(a_0=0.271\) nm, so \(\langle r^2\rangle=6ha_0^2t=4D_st\) and \(D_s=\tfrac32ha_0^2\). In 0.1 s the root-mean-square displacement \(\sqrt{4D_st}\) is about 75 µm at the physical rate, but 1.3 nm at 40 s\(^{-1}\). The setting suits a uniformly exposed surface. It does not suit the edge of a beam, a mask shadow or atoms travelling to distant defects.

## Reading the driven state

The flux destroys the balance visibly: 56,066 H\(_2\) adsorptions now face 101,020 recombinations, and the largest score by \(m\) rises from 1.1 to 55. In the steady state each excess recombination removes two atoms supplied by the flux, so per site

\[
R_{ex}=\tfrac12F\,[s(1-\theta)-p\theta]
=\tfrac12(3.18)(0.4738-0.0815)=0.624\ \mathrm{s^{-1}},
\]

in agreement with the 0.624 s\(^{-1}\) counted. The probability that an arriving atom is lost from the gas is \(\gamma=s(1-\theta)+p\theta=0.56\). In this model these atoms all leave as H\(_2\).

If the atomic flux dominates everything else, \(s(1-\theta)=p\theta\) and \(\theta=s/(s+p)=0.8\), independent of \(w\). The example is far from that limit.

Without repulsion, in the fast-hop limit and for a large lattice, neighbouring sites are uncorrelated. Fast hopping is needed because pair events would otherwise leave correlations under the flux. There are three bonds per site and two atoms per pair event, which gives the factor 6:

\[
6k_a(1-\theta)^2-6k_d\theta^2+Fs(1-\theta)-Fp\theta=0 .
\]

Its root is 0.66, so the repulsion lowers the driven coverage by about 0.25.

Random mixing extends this equation to \(w>0\). The ends of a bond share two neighbours, each counting twice in \(m\), and have six unshared ones. With \(x=e^b\), the recombination term acquires the factor \(x[1+\theta(x^2-1)]^2[1+\theta(x-1)]^6\). The equation then gives 0.33 in equilibrium and 0.37 under flux, both about 0.04 too low. The cause can be seen at the exact equilibrium coverage. Random mixing there gives a recombination rate of 0.52 s\(^{-1}\) per bond. The true rate equals that of adsorption, \(k_a(1-2\theta+0.1143)=0.30\) s\(^{-1}\), where 0.1143 is the occupied-pair fraction. Random occupation would make that fraction \(\theta^2=0.134\), too large by a factor of 1.17. The rate is too large by a factor of 1.73, so the greater part of the excess, a factor of about 1.5, lies in the mean of \(e^{b(1+m)}\): random mixing also overestimates the crowding around a pair. Both errors arise because it ignores how repulsion keeps atoms apart.

## Where accuracy is really lost

The example resembles a ruthenium-capped mirror sample in a laboratory atomic-hydrogen cleaner. Its energies, sticking probabilities and flux are rough typical values. Its H\(_2\) pressure is far below the pascal range used in extreme-ultraviolet scanners, and 400 K is hot for a mirror, so its coverage should not be carried over to a scanner. Real caps are polycrystalline, with steps, oxygen and carbon that break the assumption of identical sites. A uniform shift of the binding energy by \(-0.05\) or \(+0.05\) eV per H\(_2\), with the other inputs fixed, moves the driven coverage from 0.41 to 0.30 or 0.52. This indicates the scale of the effect but does not replace a distribution of sites.

Other rough inputs matter on a similar scale. In the fast-hop limit, tripling the atomic flux, or lowering the H\(_2\) sticking probability from 0.3 to 0.1 at fixed \(\lambda\), raises the coverage by 0.05, and a factor of ten raises it by about 0.12. Taking \(w=0.010\) or 0.025 eV shifts it by \(+0.06\) or \(-0.075\). Halving \(s\) lowers it by only 0.02, and \(p\) between 0.05 and 0.5 moves it by about 0.01. The remaining effects are small. A second-neighbour repulsion of \(0.2w\), estimated in mean field at the original coverage, gives 0.38. One kelvin of heating changes the coverage by \(-0.006\). Recombination, taken to leave all its energy in the surface, deposits 1.0 mW/cm\(^2\). Across 6 mm of glass with conductivity 1.3 W/(m K) this means a rise of 0.05 K, or a coverage change of about \(-3\times10^{-4}\).

For a uniformly exposed surface in this regime, effort is therefore better spent on the binding energy, the lateral interactions and the ratio of atomic flux to H\(_2\) adsorption than on a hop rate above 40 s\(^{-1}\). The numerical output gives the remaining inputs and digits.

## Table of computed values

```
temperature 400 K; H2 pressure 1.0e-05 Torr
H2 binding 1.1 eV; pair repulsion 0.015 eV
lattice constant 0.271 nm; site area 0.0636 nm2
H2 sticking 0.3; atom flux 5.0e+15 /cm2/s
atom sticking 0.8; abstraction 0.2 per impact
adsorbed-H vibrations (0.14, 0.1, 0.1) eV; H2 rotation 0.0074 eV
H2 impacts per site 7.868 /s
atom impacts per site 3.180 /s
k_ads 0.7868 /s; k_des 0.3738 /s
fugacity lambda 1.4507; w/kT 0.4352
implied k_des prefactor 2.70e+13 /s
simulated hop rate 40 /s; bond ceiling 44.83 /s
3x3 detailed-balance error, correct rates 4.9e-16
3x3 imbalance, spectators left out 0.358
3x3 imbalance, atomic flux on 0.944
cycle affinity with flux 2.464 (units of k)
6x6 runs: 1000 copies, 1.0 s warm-up, 2.0 s sampled
equilibrium coverage, simulated 0.3656 +- 0.0004
equilibrium coverage, exact even class 0.3655
occupied-pair fraction, simulated 0.1144 +- 0.0003
occupied-pair fraction, exact 0.1143
equilibrium coverage, random mixing 0.3284
equilibrium H2 events in, out: 65362, 65387
worst score by m: equilibrium 1.11, driven 54.6
coverage 0.05 s after flux on: simulated 0.3968, chain 0.3999
coverage 0.10 s after flux on: simulated 0.4073, chain 0.4063
coverage 0.20 s after flux on: simulated 0.4078, chain 0.4076
driven coverage, simulated 0.4080 +- 0.0004
driven coverage, fast-hop chain 0.4077
driven coverage, random mixing 0.3692
driven coverage, no repulsion, quadratic 0.6615
driven H2 events in, out: 56066, 101020
excess recombination: simulated 0.6244, balance 0.6239 /site/s
atom loss probability per impact 0.5554
3x3 driven coverage, fast-hop limit 0.40880
3x3 coverage error at hop rate 0 /s: -9.32e-04
3x3 coverage error at hop rate 4 /s: -1.52e-04
3x3 coverage error at hop rate 40 /s: -1.00e-05
3x3 coverage error at hop rate 400 /s: -8.23e-07
hop barrier 0.15 eV; prefactor 1e+13 /s
rough physical hop rate 1.29e+11 /s
hop tunnelling factor (Wigner) 1.35
driven coverage change from 5x5 to 6x6 -1.8e-04
thermal desorption of single atoms 4.4e-23 /s
recombination heat, H2 bond 4.5 eV: 1.001 mW/cm2
warming across 6 mm glass at 1.3 W/m/K: 0.046 K
driven coverage change per kelvin -0.00596
driven coverage with second-neighbour 0.2 w: 0.3763
driven coverage, binding -0.05 eV 0.3036, +0.05 eV 0.5165
```
